# Correcting mean {311} rod lengths measured in (001) plan view

**Question**

I have plan-view electron micrographs of an implanted and annealed (001) silicon wafer. They show {311} defects, the rod-shaped clusters of silicon interstitials that form during the anneal. I measured the length of every rod in the image and took the mean. I want the true mean length, because I need the number of interstitials stored in the rods.

The rods run along $\langle 110\rangle$ directions, and I was told to assume that all six are equally populated and to multiply my mean by about 1.24. I tried to derive this. Some rods lie in the image plane and need no correction, while the others are inclined at 45° and need a factor $\sqrt2$. Averaging these corrections over the six directions gives

$$\frac{2\cdot 1+4\sqrt2}{6}=1.276 ,$$

which is not 1.24. Where is my mistake? And how far can I trust the factor on a real micrograph?

**Answer**

Your geometry is right, but you averaged the wrong quantity. The micrograph gives you the mean of the projected lengths, so the projection ratios must be averaged first and the result inverted afterwards.

**The six projections**

Count a direction and its opposite as one line. The six lines are then $[110]$ and $[1\bar10]$, which lie in the (001) plane, and $[101]$, $[10\bar1]$, $[011]$ and $[01\bar1]$, which do not.

Take a thin straight rod of length $\ell$ along the unit vector $\mathbf u$, viewed along the unit vector $\mathbf n$. Its component along $\mathbf n$ is $\ell\,\mathbf n\cdot\mathbf u$, and this component is lost in the image. By Pythagoras, the projected length is

$$p=c\,\ell,\qquad c=\sqrt{1-(\mathbf n\cdot\mathbf u)^2}.$$

For $\mathbf n=[001]$, the two in-plane lines have $\mathbf n\cdot\mathbf u=0$, so $c=1$. The other four have $\mathbf n\cdot\mathbf u=\pm1/\sqrt2$, so $c=\sqrt{1-1/2}=1/\sqrt2$.

**The average**

Let $L$ be the true mean length and $P$ the mean projected length. Equal population gives each line a weight of $1/6$. A second assumption is needed: the in-plane and the inclined rods must have the same mean length. For simplicity, take it to be the same for every line. The shape of the length distribution does not matter. Then

$$P=\frac16\sum_{i=1}^{6}c_iL=\frac{L}{6}\left(2+\frac{4}{\sqrt2}\right)=\frac{L}{6}\left(2+2\sqrt2\right)=\frac{1+\sqrt2}{3}\,L=0.8047\,L .$$

Solve for $L$ and multiply numerator and denominator by $\sqrt2-1$, using $(\sqrt2+1)(\sqrt2-1)=1$:

$$L=\frac{3}{1+\sqrt2}\,P=3(\sqrt2-1)\,P=1.2426\,P .$$

Your calculation replaced $\langle p/c\rangle$ by $\langle p\rangle\langle 1/c\rangle$. The first expression is the true mean length. The second differs from it because $p$ and $1/c$ are correlated: inclined rods have the larger $1/c$ but, on average, the shorter projections. Your factor would overestimate $L$ by $1.2761/1.2426-1=2.7\,\%$.

The factor 1.24 applies to the mean, and also to the summed length if every rod is counted. It is not the correction for any single rod, which is 1 or $\sqrt2$.

**When the populations or lengths differ**

If a share $s$ of the rods lies in the plane, with equal mean lengths, then

$$\frac PL=s+\frac{1-s}{\sqrt2}.$$

The factor $L/P$ runs from $\sqrt2$ at $s=0$ to 1 at $s=1$. Equal population means $s=1/3$; for $s=1/2$ the factor is 1.172.

Equal population does not suffice if the in-plane and the inclined rods differ in mean length. Suppose the in-plane rods are on average 1.5 times as long as the inclined ones. In units of the inclined mean length,

$$\frac LP=\frac{(2\cdot1.5+4)/6}{(2\cdot1.5+4/\sqrt2)/6}=\frac{7}{3+2\sqrt2}=1.201 .$$

If you view along $[001]$ and every rod is seen, you can avoid both assumptions by sorting the rods by their direction in the image. The lines $[101]$ and $[10\bar1]$ both project onto $[100]$, while $[011]$ and $[01\bar1]$ both project onto $[010]$. The in-plane rods appear along $[110]$ and $[1\bar10]$. So multiply each rod seen along a $\langle100\rangle$ image direction by $\sqrt2$, leave the others unchanged, and then average. Provided that all families are visible and few short rods are missed, the counts also test the population assumption, though not the balance within an inclined pair, whose two lines share an image direction: if it holds, each $\langle100\rangle$ image direction shows twice as many rods as each $\langle110\rangle$ one, within counting error.

Diffraction contrast needs separate care. If one in-plane family is invisible in your chosen reflection, five families remain. Their mean ratio is $(1+4/\sqrt2)/5=(1+2\sqrt2)/5$, so the mean length needs the factor $5/(1+2\sqrt2)=1.306$. The summed length must also be raised by $6/5$ for the missing rods, which gives $6/(1+2\sqrt2)=1.567$.

**A worked example**

Take a measured mean of $P=20.0$ nm and an areal density of $5\times10^{10}$ rods per cm². Let the rods be 4 nm wide, with 5 interstitials per nm² of habit plane. Each nm of rod then holds $4\times5=20$ interstitials, and

$$L=1.2426\times20.0\ \text{nm}=24.85\ \text{nm},$$

$$N=(5\times10^{10}\ \text{cm}^{-2})(24.85\ \text{nm})(20\ \text{nm}^{-1})=2.49\times10^{13}\ \text{cm}^{-2}.$$

Without the correction you would get $2.00\times10^{13}$ cm⁻², about 20 % below the corrected value.

These inputs are rough values for silicon implanted with silicon ions at some tens of keV, to a dose near $5\times10^{13}$ cm⁻², and annealed near 800 °C. The corrected count is about half that dose, a plausible size for a partly annealed sample. Real micrographs break the assumption that every rod is seen whole and measured as a thin line. At this density, randomly placed thin rods with exponentially distributed lengths also overlap: about one in ten crosses another in the image, an effect not treated further here. The two measurement effects below both make the measured mean too large, each by about 10 % for these numbers when it acts alone; together they give about 19 % if the detection limit acts on the projected length of the rod's edge, and about 11 % if it acts on the corner-to-corner extent, since the added width then lifts every inclined rod above the limit. The result of roughly 25 nm therefore holds only if the measured 20.0 nm is free of them; otherwise the true mean is smaller.

**Short rods that escape detection**

Suppose the true lengths are exponentially distributed with mean $L=24.85$ nm, and projections below $d=2$ nm are missed. Within one family the projections are exponential with mean $m_i=c_iL$. A fraction $e^{-d/m_i}$ is seen, and the mean of those seen is $d+m_i$, because an exponential distribution cut off from below keeps its shape. The observed mean is therefore

$$P_{\rm obs}=\frac{\sum_i e^{-d/m_i}(d+m_i)}{\sum_i e^{-d/m_i}}=22.05\ \text{nm},$$

instead of 20.0 nm. Multiplying it by 1.2426 overestimates the true mean by 10.3 %.

The summed length suffers much less. In one family the retained fraction is $e^{-x}(1+x)$, with $x=d/m_i$. Since $e^{-x}=1-x+x^2/2-\dots$, the lost fraction is $x^2/2$ to leading order. Over all families the loss is 0.48 %. For the interstitial count, use the summed length per image area: the overestimated mean and the underestimated rod density then nearly compensate. This does not remove the width error described next, which enters the summed length in full.

**The width of the rods**

A rod is really a narrow ribbon of width $w$ in its {311} plane. It is modelled here as a rectangle with square-cut ends; other end shapes change the extra length found below. Consider the line $[01\bar1]$ in the plane (311). The direction across the ribbon must be perpendicular to both the line and the plane normal, which gives $(2,-3,-3)/\sqrt{22}$. In the image the rod runs along $[010]$, and the width has a component of magnitude $3/\sqrt{22}$ along that direction. The distance between the extreme corners, measured along the rod's image direction, is thus

$$\frac{\ell}{\sqrt2}+\frac{3w}{\sqrt{22}} .$$

For $w=4$ nm the extra term is 2.56 nm. The other inclined cases follow by symmetry. For the in-plane line $[1\bar10]$ in $(113)$, the width direction is $(3,3,-2)/\sqrt{22}$. Its image is perpendicular to the rod, so nothing is added.

The mean extra length is $\tfrac46\times2.56=1.71$ nm, or 8.5 % of the 20.0 nm mean. Measuring along one long edge of the ribbon removes this error.

**Tilt, surface and counting error**

You may have tilted the foil to set the diffraction condition. Let the view be $\mathbf n=(a,b,g)$, with $a^2+b^2\simeq\delta^2$ for a small tilt $\delta$ in radians, and $g^2=1-a^2-b^2$. To second order, the two in-plane ratios are $1-(a\pm b)^2/4$, and their sum is $2-\delta^2/2$.

For $[101]$ and $[10\bar1]$, $(\mathbf n\cdot\mathbf u)^2=(a\pm g)^2/2=(1-b^2\pm2ag)/2$, so

$$c=\frac{1}{\sqrt2}\sqrt{1+b^2\mp2ag}\simeq\frac1{\sqrt2}\left(1\mp a+\frac{b^2-a^2}{2}\right).$$

The linear terms cancel in the pair, whose sum is $\sqrt2\,[1+(b^2-a^2)/2]$. The pair $[011]$, $[01\bar1]$ gives the same with $a$ and $b$ exchanged, so the quadratic terms cancel between the pairs. What remains is

$$\langle c\rangle\simeq\frac{1+\sqrt2}{3}-\frac{\delta^2}{12}.$$

To this order the tilt azimuth drops out. At 10° the directly computed factor is 1.246 to 1.247, about 0.3 % above the untilted value. This requires all six lines to be equally populated, with equal mean lengths. If the two lines of each inclined pair are instead populated 3:1, the factor at 10° can lie anywhere from about 1.20 to 1.29, depending on the azimuth. The sorting method would need the individual tilted ratios. It fails for a tilt straight towards $[100]$ or $[010]$, because the two lines of one inclined pair then share an image direction but have different ratios. Close to these azimuths the two image directions differ too little to be separated reliably. Tilt also foreshortens the imaged area of the wafer. To get a count per wafer area, multiply the count per image area by $\cos\delta$, which lowers it by 1.5 % at 10°.

An inclined rod centred at depth $z$ would reach the surface if half its vertical extent, $\ell/(2\sqrt2)$, exceeded $z$. For exponential lengths the probability is $e^{-2\sqrt2\,z/L}$. Averaged over a Gaussian depth profile with mean 60 nm and spread 25 nm, restricted to positive depths, this gives 2.1 % of the inclined rods. These are mostly long rods, so they hold a larger share of the inclined length, about 6 %. The estimate assumes that length and depth are independent.

Counting error is larger than this surface effect. For exponential lengths $\langle\ell^2\rangle=2L^2$, and $\langle c^2\rangle=(2+4/2)/6=2/3$, so $\langle p^2\rangle=4L^2/3$. The squared relative spread of $p$ is

$$\frac{\langle p^2\rangle}{P^2}-1=\frac{4/3}{(1+\sqrt2)^2/9}-1=\frac{12}{3+2\sqrt2}-1=12(3-2\sqrt2)-1=35-24\sqrt2 .$$

The relative spread is the square root, 1.029. With 200 independent rods the standard error of the mean is $1.029/\sqrt{200}=7.3\,\%$. The summed length, and with it the interstitial count, is less certain because the number of rods in the image also fluctuates. For a Poisson-distributed number its relative error is $\sqrt{(1+1.029^2)/200}\simeq10\,\%$. The factor 1.24 removes the mean projection bias under its assumptions, but it does not reduce this scatter. The numerical output lists the main values used here.

## Table of computed values

```
Number of <110> lines: 6
Lines in the (001) plane: 2
Projection ratio, in-plane line: 1.0000
Projection ratio, inclined line: 0.7071
Mean projection ratio: 0.8047
Correction factor: 1.2426
Wrong factor from averaging 1/c: 1.2761
Random rods, uniform lengths, factor: 1.2428
Random rods, exponential lengths, factor: 1.2430
In-plane share in unequal case: 0.50
Factor for that share: 1.1716
In-plane/inclined length ratio in test case: 1.5
Factor for that length ratio: 1.2010
One in-plane family hidden, mean factor: 1.3060
One in-plane family hidden, total factor: 1.5672
Measured mean projected length: 20.0 nm
Corrected mean length: 24.85 nm
Areal rod density: 5.0e+10 cm^-2
Rod width: 4.0 nm
Interstitials per habit-plane area: 5.0 nm^-2
Interstitials per rod length: 20.0 nm^-1
Trapped interstitials, uncorrected: 2.00e+13 cm^-2
Trapped interstitials, corrected: 2.49e+13 cm^-2
Detection limit on projection: 2.0 nm
Observed mean projection with limit: 22.05 nm
Resulting error of corrected mean: +10.3 %
Total projected length lost to limit: 0.48 %
Corner-to-corner extra, inclined rod: 2.56 nm
Corner-to-corner extra, mean: 1.71 nm
Resulting error of mean length: +8.5 %
Relative spread of projected lengths: 1.029
Rods counted: 200
Standard error of the mean: 7.3 %
Mean depth of rod centres: 60 nm
Depth spread: 25 nm
Inclined rods that would reach surface: 2.1 %
Tilt of view: 10 degrees
Factor at that tilt, smallest: 1.2464
Factor at that tilt, largest: 1.2466
```
